# Absorption Coefficient of a Polished Silicon Wafer from Incoherent Transmission

## Problem

A silicon wafer, polished on both faces and parallel-sided, stands in air. Light falls on it at normal incidence. Its thickness is $d=500\ \mu\mathrm{m}=0.05\ \mathrm{cm}$, and its refractive index at the wavelength $\lambda=1150\ \mathrm{nm}$ is taken as $n=3.53$, a rough typical value. A photometer reads the transmitted fraction $T=0.505$; this reading is assumed for the exercise. The slit of the instrument passes a band of wavelengths covering several interference fringes.

The absorption coefficient $\alpha$ is defined by the decay of intensity inside the material: over a path $z$ the intensity falls by the factor $e^{-\alpha z}$. Each face reflects the intensity fraction $R$ and transmits $1-R$.

(a) Find $T$ as a function of $R$, $\alpha$ and $d$, and justify the addition of intensities instead of fields.

(b) Solve for $\alpha$. State which readings permit a non-negative answer, and show that it is unique.

(c) Suppose that only the light leaving after its first pass is kept in the analysis. How is the resulting estimate $\alpha_1$ related to $\alpha$, and when is it negative?

(d) Evaluate both results for the wafer, and explain the sign of $\alpha_1$.

(e) How sensitive is $\alpha$ to the reading, and how large are the main effects left out of the model?

## Solution

### (a) Transmission with all passes

For weak absorption the amplitude reflection coefficient at a face, seen from inside the silicon, is $r=(n-1)/(n+1)$. Hence

$$R=r^2=\left(\frac{n-1}{n+1}\right)^2 .$$

This neglects the extinction index $\kappa=\alpha\lambda/(4\pi)$ beside $n$. For $\alpha$ near $1\ \mathrm{cm^{-1}}$ and this wavelength, $\kappa$ is about $10^{-5}$, so the neglect is safe.

The field amplitude is multiplied by $2/(n+1)$ on entering the wafer and by $2n/(n+1)$ on leaving it. The product is

$$\frac{4n}{(n+1)^2}=\frac{(n+1)^2-(n-1)^2}{(n+1)^2}=1-R .$$

Let $x=e^{-\alpha d}$ be the intensity factor for one crossing. The amplitude factor is then $\sqrt{x}$. A round trip contains two crossings and two internal reflections, so it multiplies the amplitude by $Rx\,e^{i\delta}$, with phase $\delta=4\pi nd/\lambda$. Apart from a common phase, the transmitted field is

$$t=(1-R)\sqrt{x}\sum_{m=0}^{\infty}(Rx\,e^{i\delta})^m .$$

The intensity $|t|^2$ is a double sum:

$$|t|^2=(1-R)^2x\sum_{m=0}^{\infty}\sum_{l=0}^{\infty}(Rx)^{m+l}e^{i(m-l)\delta}.$$

The slit passes a band of wavelengths, and the detector adds their intensities. Across the band $\delta$ runs through several periods, while $R$ and $x$ hardly change. The reading is therefore close to the average of $|t|^2$ over a whole period of $\delta$; part (e) estimates what is left over. Take this average. Each term with $m\ne l$ averages to zero, while each term with $m=l$ is unchanged. Interference between different exits has disappeared, and what remains is a sum of intensities:

$$T=(1-R)^2x\sum_{m=0}^{\infty}(R^2x^2)^m
=\frac{(1-R)^2x}{1-R^2x^2}. \tag{1}$$

The same series follows from counting energy. The first exit carries $(1-R)^2x$, and every later exit carries $R^2x^2$ times the one before it.

The average matters. At a single wavelength, summing the field series first gives

$$|t|^2=\frac{(1-R)^2x}{|1-Rx\,e^{i\delta}|^2}.$$

The modulus in the denominator lies between $1-Rx$ and $1+Rx$. The transmission of a perfectly parallel wafer therefore swings between

$$\frac{(1-R)^2x}{(1+Rx)^2}\quad\text{and}\quad\frac{(1-R)^2x}{(1-Rx)^2}.$$

For such a wafer, equation (1) does not describe a reading taken with a slit much narrower than one fringe. In a real wafer a thickness variation across the illuminated spot also averages over $\delta$: one fringe corresponds to $\lambda/2n\approx0.16\ \mu\mathrm{m}$, and a uniform spread near $1\ \mu\mathrm{m}$ brings a single-wavelength reading to within 0.02 of (1). The remainder oscillates with the spread: it is 0.017 at $0.9\ \mu\mathrm{m}$, 0.001 at $0.98\ \mu\mathrm{m}$ and 0.009 at $1\ \mu\mathrm{m}$. For the wafer of this problem 0.009 in $T$ is still about $0.3\ \mathrm{cm^{-1}}$ in $\alpha$, so such a spread does not replace a wide slit.

### (b) Inversion

Multiply (1) by its denominator and collect powers of $x$:

$$T-R^2Tx^2=(1-R)^2x,$$

$$R^2T\,x^2+(1-R)^2x-T=0 .$$

The product of the two roots is $-T/(R^2T)=-1/R^2$, which is negative. One root is positive and the other negative. Since $x$ is an exponential, the positive root is required:

$$x=\frac{-(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}}{2R^2T}.$$

For small $R$ this subtracts two nearly equal numbers. Multiply numerator and denominator by $(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}$. The numerator becomes the difference of squares $4R^2T^2$, and cancelling $2R^2T$ leaves

$$x=\frac{2T}{(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}} .$$

Because $\alpha=-(\ln x)/d$,

$$\boxed{\alpha=\frac1d\ln\frac{(1-R)^2+\sqrt{(1-R)^4+4R^2T^2}}{2T}} \tag{2}$$

To find the permitted readings, differentiate (1):

$$\frac{dT}{dx}=(1-R)^2\frac{(1-R^2x^2)+2R^2x^2}{(1-R^2x^2)^2}
=(1-R)^2\frac{1+R^2x^2}{(1-R^2x^2)^2}>0 .$$

Thus $T$ rises steadily as $x$ goes from 0 (opaque) to 1 (transparent). At $x=1$ it reaches

$$T_0=\frac{(1-R)^2}{1-R^2}=\frac{(1-R)^2}{(1-R)(1+R)}=\frac{1-R}{1+R}.$$

Every reading with $0<T\le T_0$ gives one value $\alpha\ge0$. A reading above $T_0$ makes $x>1$ and $\alpha<0$ even in (2). For a passive wafer, that means the values of $T$ and $R$ are inconsistent, or that an assumption of the model has failed.

### (c) Keeping only the first pass

If later exits are discarded, the assumed law is $T=(1-R)^2e^{-\alpha_1d}$, and

$$\alpha_1=\frac1d\ln\frac{(1-R)^2}{T}. \tag{3}$$

The instrument still collects all the light. Insert the full transmission (1) into (3):

$$\alpha_1=\frac1d\ln\frac{1-R^2x^2}{x}
=\alpha+\frac1d\ln(1-R^2x^2). \tag{4}$$

For $0<R<1$ and finite $\alpha\ge0$, the logarithm is negative, so $\alpha_1<\alpha$. The later exits make the wafer look more transparent than one pass permits, and (3) can account for this only by lowering the absorption.

The estimate is negative when the argument of the logarithm in (4) is below one:

$$\frac{1-R^2x^2}{x}<1
\quad\Longleftrightarrow\quad R^2x^2+x-1>0 .$$

The quadratic has one positive root,

$$x_c=\frac{-1+\sqrt{1+4R^2}}{2R^2}=\frac{2}{1+\sqrt{1+4R^2}},$$

and is positive for $x>x_c$. Taking $-\ln$ of both sides reverses the inequality:

$$\boxed{\alpha_1<0\quad\Longleftrightarrow\quad
\alpha d<\ln\frac{1+\sqrt{1+4R^2}}{2}} \tag{5}$$

In terms of the reading, (3) is negative when $T>(1-R)^2$. A passive wafer can reach $T_0$, so the misleading readings fill the window $(1-R)^2<T\le T_0$. Its width is

$$T_0-(1-R)^2=\frac{(1-R)\,[1-(1-R)(1+R)]}{1+R}
=\frac{R^2(1-R)}{1+R},$$

which is positive whenever $0<R<1$. Any reflecting wafer therefore gives a negative $\alpha_1$ if its absorption over the thickness is weak enough.

Two limits show how the error behaves. For a transparent wafer, $x=1$ and $\alpha_1=\ln(1-R^2)/d$, the most negative value allowed by (4). For strong absorption, $R^2x^2\ll1$ and $\ln(1-R^2x^2)\simeq-R^2x^2$, so

$$\alpha_1\simeq\alpha-\frac{R^2e^{-2\alpha d}}{d}.$$

The error then dies out exponentially, because light that would leave later is absorbed on the way.

### (d) Numbers for the wafer

The reflectance and the one-pass ceiling are

$$R=\left(\frac{2.53}{4.53}\right)^2=0.31192,\qquad (1-R)^2=0.47345 .$$

The transparent limit is $T_0=0.68808/1.31192=0.52448$. The reading $0.505$ lies below this limit but above $(1-R)^2$, so it falls in the window just found. Extra digits are carried here to keep the arithmetic traceable.

For the full inversion,

$$\sqrt{(1-R)^4+4R^2T^2}=\sqrt{0.22416+0.09925}=0.56869,$$

$$x=\frac{2(0.505)}{0.47345+0.56869}=0.96916 .$$

Therefore $\alpha d=-\ln x=0.03133$ and

$$\alpha=\frac{0.03133}{0.05\ \mathrm{cm}}=0.627\ \mathrm{cm^{-1}},$$

an absorption length $1/\alpha$ of about 16 mm. One crossing absorbs only about 3% of the light inside the wafer.

The first-pass formula gives instead

$$\alpha_1=\frac{1}{0.05\ \mathrm{cm}}\ln\frac{0.47345}{0.505}
=-1.29\ \mathrm{cm^{-1}} .$$

Taken literally, this would mean that light is amplified in the wafer. The separate exits show otherwise. The first carries $(1-R)^2x=0.45885$ of the incident light, less than the ceiling $0.47345$, as absorption requires. The later exits together add $0.04615$, which brings the total to $0.505$. Formula (3) assigns this addition to the first pass and turns it into gain.

Equation (4) gives the same account in terms of $\alpha$. Here $R^2x^2=0.09139$, and the correction $\ln(1-0.09139)/d$ is $-1.92\ \mathrm{cm^{-1}}$. It is about three times the absorption coefficient being sought.

The threshold from (5) is $\alpha d=0.0856$, or $\alpha=1.71\ \mathrm{cm^{-1}}$ for this thickness. At fixed $R$ the threshold in $\alpha$ varies as $1/d$: doubling the thickness halves it. The table uses the same $R$ and $d$, computes $T$ from a chosen $\alpha$, and then applies (3).

| True $\alpha$ (cm$^{-1}$) | $T$ | $\alpha_1$ (cm$^{-1}$) |
|---:|---:|---:|
| 0.3 | 0.515 | −1.68 |
| 1.0 | 0.494 | −0.84 |
| 3.0 | 0.439 | 1.50 |
| 10 | 0.298 | 9.27 |
| 30 | 0.106 | 29.90 |

A positive answer is not yet a good one. At $3\ \mathrm{cm^{-1}}$ the first-pass estimate has the right sign but is half the true value. At $10\ \mathrm{cm^{-1}}$ it is about 7% low, and at $30\ \mathrm{cm^{-1}}$ about 0.3% low.

The small value of $\alpha$ reflects a photon energy close to the absorption edge of silicon. With a rough gap of 1.12 eV, the photon energy of 1.078 eV is too small to lift an electron across the gap without help from the lattice. Silicon has an indirect gap: the lowest conduction states and the highest valence states differ in crystal momentum. Absorbing a phonon can supply both the missing momentum and some energy. With a rough phonon energy of 58 meV, the threshold is $1.12-0.058=1.062$ eV, and the photon lies 16 meV above it. The absorption is possible but weak, which is the regime in which (5) can be met. The 16 meV is a figure of this rough model only: its threshold lies near 1167 nm, whereas published room-temperature tables for silicon still show about $0.2\ \mathrm{cm^{-1}}$ at 1170 nm, so the real edge extends to lower energy.

### (e) Sensitivity and neglected effects

Put $y=\alpha d$, so that $x=e^{-y}$ and $dx/dy=-x$. From (1),

$$\ln T=2\ln(1-R)-y-\ln(1-R^2e^{-2y}),$$

$$\frac{d\ln T}{dy}=-1-\frac{2R^2x^2}{1-R^2x^2}
=-\frac{1+R^2x^2}{1-R^2x^2}.$$

At fixed $R$ and $d$, a small reading error $\delta T$ therefore changes the inferred coefficient by

$$\delta\alpha=-\frac1d\,\frac{\delta T}{T}\,
\frac{1-R^2x^2}{1+R^2x^2}. \tag{6}$$

The minus sign says that a reading that is too high gives too little absorption. For $|\delta T|=0.002$,

$$|\delta\alpha|\simeq\frac{1}{0.05\ \mathrm{cm}}\,
\frac{0.002}{0.505}\,\frac{0.90861}{1.09139}
\simeq0.066\ \mathrm{cm^{-1}} .$$

An error of 0.4% in the reading has become an error of about 10% in $\alpha$. The reason is visible near the transparent limit. There, integrating the slope at $y=0$ gives

$$\alpha\simeq\frac1d\,\frac{1-R^2}{1+R^2}\ln\frac{T_0}{T}
\qquad(\alpha d\ll1),$$

which yields $0.623\ \mathrm{cm^{-1}}$ for this wafer. The information lies in the small difference $T_0-T=0.0195$, and an error of 0.002 is a tenth of that.

A thicker sample helps. Suppose that $R$ is known and the absolute error $\delta T$ is fixed. If $R^2x^2$ is neglected, (6) gives $|\delta\alpha|/\alpha\propto e^{y}/y$. Its derivative vanishes at $y=1$, where the relative error is least. The best thickness is then about one absorption length, here 16 mm, far more than a standard wafer. The neglect is reasonable at that point, where $R^2x^2$ is about 0.013.

The other inputs can be changed one at a time and (2) evaluated again:

- An index error of 0.01 changes $\alpha$ by $0.041\ \mathrm{cm^{-1}}$. It acts through $R$, and hence through the transparent limit.
- A thickness error of $5\ \mu\mathrm{m}$, or 1%, changes $\alpha$ by $0.006\ \mathrm{cm^{-1}}$, also 1%, because $\alpha d$ is fixed by $T$ and $R$.

These errors do not explain the negative first-pass result. If $T$ is lowered to 0.503 and $n$ to 3.52, both of which raise $\alpha_1$, it is still $-1.15\ \mathrm{cm^{-1}}$.

**Leftover interference.** One fringe corresponds to a change of $2\pi$ in $\delta=4\pi nd/\lambda$. For constant $n$ its width in wavelength is

$$\Delta\lambda\simeq\frac{\lambda^2}{2nd}=0.375\ \mathrm{nm}.$$

At a single wavelength the transmission of this wafer would range from 0.27 to 0.94. A real slit need not average over a whole number of fringes. Take a triangular slit function with a full width at half maximum of 2 nm. The coherent transmission was averaged numerically with this weight, and the slit centre was moved in small steps across one fringe. The largest resulting error in $\alpha$ was $0.029\ \mathrm{cm^{-1}}$. This supposes perfectly parallel faces and the same $n$ and $\alpha$ across the slit, and it gives a size only. The error oscillates with the ratio of slit width to fringe width: it nearly vanishes at 1.87 nm and 2.25 nm, and it is about $0.034$ at 2.06 nm, $0.05$ at 1.7 nm and $0.11\ \mathrm{cm^{-1}}$ at 1 nm. The index of silicon falls with wavelength; a rough slope of $-2\times10^{-4}$ per nm narrows the fringe to about 0.35 nm and changes the 2 nm figure to about $0.02\ \mathrm{cm^{-1}}$. It also moves the near-zeros: the errors at 1.87 nm and 2.25 nm become about 0.03 and $0.02\ \mathrm{cm^{-1}}$. Nor is $\alpha$ constant this close to the edge: in the one-phonon model below it runs from 0.78 to $0.49\ \mathrm{cm^{-1}}$ across the base of the slit. For a symmetric slit this nearly cancels, and the largest error becomes $0.028\ \mathrm{cm^{-1}}$.

**Beam convergence.** A real photometer beam is a cone rather than a parallel beam. For unpolarised light filling a cone of half-angle up to $10^\circ$, the fringe-averaged result for $\alpha$ shifts by less than $0.001\ \mathrm{cm^{-1}}$. This small figure comes from a cancellation between the two polarisations, whose reflectances move in opposite directions with angle. In fully polarised light a wafer tilted by $5^\circ$ shifts $\alpha$ by about $\pm0.05\ \mathrm{cm^{-1}}$, and a flat fan of $\pm10^\circ$ by about $\pm0.07\ \mathrm{cm^{-1}}$. The spread of angles in a cone also damps the fringes, by an amount that oscillates with the half-angle: the single-wavelength range is about 0.34 to 0.64 at $4^\circ$, 0.50 to 0.51 at $5.2^\circ$, 0.45 to 0.58 at $6^\circ$ and 0.48 to 0.52 at $10^\circ$.

**Native oxide.** Let each face carry 2 nm of oxide with index 1.45. Adding the waves reflected at both boundaries of this film gives a slightly different $R$. Using it in (2) changes $\alpha$ by about $0.002\ \mathrm{cm^{-1}}$, which is negligible here.

**Free carriers.** These absorb light without lifting an electron across the gap. Their contribution can be estimated from the Drude permittivity

$$\varepsilon=n^2-\frac{\omega_p^2}{\omega^2+i\omega/\tau},
\qquad \alpha_{\rm free}=\frac{2\omega}{c}\,\mathrm{Im}\sqrt{\varepsilon}.$$

Here $\omega$ is the angular frequency of the light, $\omega_p^2=Ne^2/(\varepsilon_0m)$, and the scattering time is $\tau=\mu m/e$. A carrier density $N=10^{15}\ \mathrm{cm^{-3}}$, a mass $m$ of 0.27 electron masses and a mobility $\mu=1300\ \mathrm{cm^2/Vs}$, all rough values, give $2\times10^{-4}\ \mathrm{cm^{-1}}$. A scattering time taken from the mobility is unreliable at optical frequencies. Here $\omega\tau\gg1$, so $\alpha_{\rm free}\propto1/\tau$. Even a scattering time twenty times shorter would give only $0.004\ \mathrm{cm^{-1}}$. In heavily doped silicon this contribution cannot be dismissed: at fixed $m$ and $\tau$ it grows in proportion to $N$, which would give $0.2\ \mathrm{cm^{-1}}$ at $10^{18}\ \mathrm{cm^{-3}}$. That figure is too low, because the mobility at such doping is nearer $260\ \mathrm{cm^2/Vs}$, which raises the Drude value to about $1\ \mathrm{cm^{-1}}$. Common empirical laws give roughly 1 to $4\ \mathrm{cm^{-1}}$ there, and 0.1 to $0.4\ \mathrm{cm^{-1}}$ already at $10^{17}\ \mathrm{cm^{-3}}$.

**Temperature.** For absorption assisted by one phonon of energy $E_p$, a rough model is

$$\alpha\propto N_p(\theta)\,[E-E_g(\theta)+E_p]^2,$$

where $\theta$ is the temperature, $N_p$ the thermal phonon occupation, $E$ the photon energy and $E_g$ the gap. At 300 K, with the energies used above and a gap slope of $-0.25$ meV/K, $\alpha$ rises by about 4% per kelvin, or $0.025\ \mathrm{cm^{-1}}$. Most of this comes from the gap: the squared bracket contributes $2(0.25)/16.1$, about 3% per kelvin. Since the photon is so close to the model's threshold, and other phonons and electron–hole attraction are omitted, this is an order-of-magnitude estimate: a gap of 1.1245 eV gives 5% per kelvin, and lowering the threshold by a rough exciton binding energy of 15 meV gives 2.4%. The tabulated spectral slope quoted below, combined with the same gap slope and phonon occupation, gives about 2% per kelvin, so the unshifted model probably overstates the effect twofold. This is a change in the wafer's absorption rather than an error in the inversion; the drift of $n$, roughly $2\times10^{-4}$ per kelvin, moves the inverted value by only about $0.001\ \mathrm{cm^{-1}}$ per kelvin.

For a real silicon wafer, a thickness of 500 µm and an absorption coefficient somewhat below $1\ \mathrm{cm^{-1}}$ at this wavelength are of the usual size at room temperature. For a slit near 2 nm and unpolarised light, the errors in the reading and in the index are the largest errors of the inversion sized here; with a narrower slit the leftover interference can exceed them, and so can oblique incidence in polarised light. The wavelength setting matters about as much when the result is assigned to 1150 nm: 1 nm is 0.94 meV, which changes $\alpha$ by about $0.07\ \mathrm{cm^{-1}}$ in the one-phonon model, or about $0.04\ \mathrm{cm^{-1}}$ if its threshold is 15 meV lower. Published room-temperature tables give a slope nearer $0.03\ \mathrm{cm^{-1}}$ per nm, so the unshifted model overstates it. With a reading good to 0.002, the result should be quoted as roughly $0.6\ \mathrm{cm^{-1}}$, not to three figures. The model also requires two polished faces. A rough rear face scatters light into oblique paths, some of them totally reflected, so neither the path length $d$ nor the factor $R$ per reflection applies. Equation (2) should not be used for such a wafer.
